# Steady Interface Energy Release around a Thermally Loaded Through-Silicon Via, part 2

A long cylindrical via (subscript \(f\)) of radius \(a\) and diameter \(D=2a\) stands perpendicular to the free surface of a much wider and thicker wafer (\(m\)). Both are isotropic and elastic, with Young's moduli \(E_f,E_m\) and Poisson's ratios \(\nu_f,\nu_m\). Relative to the wafer's free expansion, the via has mismatch strain \(\varepsilon\), here negative on cooling and positive on heating. An interface crack runs from the surface to depth \(l\); its faces cannot overlap and slide without friction. We seek \(G\), the energy released per unit crack area.

The elastic energy \(U\) and \(G\) scale as

\[
U(\lambda\varepsilon)=\lambda^2U(\varepsilon),\qquad \lambda>0 .
\tag{5}
\]

\[
G=E_fD\,\varepsilon^2\,h_s\!\left(\frac{l}{D},\frac{E_m}{E_f},\nu_f,\nu_m\right).
\tag{6}
\]

Here \(h_s\) is a dimensionless function for each sign \(s=\pm1\) of \(\varepsilon\). For a long crack, with energies \(U_b,U_d\) per unit length of the uniform bonded and debonded slices, and \(w_b,w_d\) per unit via volume (wafer energy included),

\[
\pi D\,G=U_b-U_d .
\tag{7}
\]

\[
G=\frac{\pi D^2/4}{\pi D}\,(w_b-w_d)=\frac D4\,(w_b-w_d).
\tag{8}
\]

Tensile stress is positive; \(p\) is the interface pressure. With radial displacement \(u\), equal to \(B/r\) in the wafer at radius \(r\), the wafer obeys

\[
\frac{u(a)}a=\frac B{a^2}=\frac{1+\nu_m}{E_m}\,p .
\tag{11}
\]

In the via, \(\sigma_r=\sigma_\theta=-p\), and the axial and hoop strains are

\[
e_z=\frac{\sigma_z+2\nu_fp}{E_f}+\varepsilon,
\qquad
e_\theta=\frac{-(1-\nu_f)p-\nu_f\sigma_z}{E_f}+\varepsilon .
\tag{12}
\]

The slice energy is

\[
w=-\frac12\,\varepsilon\,(\sigma_r+\sigma_\theta+\sigma_z)=\frac12\,\varepsilon\,(2p-\sigma_z).
\tag{16}
\]

In the bonded slice \(e_z=0\), so

\[
\sigma_{z}=-E_f\varepsilon-2\nu_fp .
\tag{13}
\]

\[
p_b=\frac{(1+\nu_f)\varepsilon}{c_b},\qquad
c_b=\frac{(1+\nu_f)(1-2\nu_f)}{E_f}+\frac{1+\nu_m}{E_m}.
\tag{15}
\]

\[
w_b=\frac12E_f\varepsilon^2+(1+\nu_f)p_b\varepsilon
=\varepsilon^2\left[\frac{E_f}{2}+\frac{(1+\nu_f)^2}{c_b}\right].
\tag{17}
\]

On cooling the crack opens, \(w_d=0\), and

\[
G_{\text{open}}=\frac{D\,w_b}{4}=C_-D\,\varepsilon^2,\qquad
C_-=\frac{E_f}{8}+\frac{(1+\nu_f)^2}{4c_b}.
\tag{18}
\]

The example uses \(E_f=100\) GPa, \(\nu_f=0.35\), \(E_m=150\) GPa, \(\nu_m=0.25\), \(D=10\) µm and \(|\varepsilon|=0.0028\), from an expansion mismatch of \(14\times10^{-6}\) per kelvin over 200 K. Energies \(w\) are in MJ/m³ and \(G\) in J/m². The heating case remains.

### Heating: the crack slides

For \(\varepsilon>0\), a stress-free via would be wider than its hole by \(\varepsilon a\) in radius. The faces would overlap, which is not allowed, so they remain pressed together. Without friction they transmit no shear, and the upper end of the via is free. The axial force in the debonded part is therefore zero, and \(\sigma_z=0\). The second relation in (12) becomes \(e_\theta=\varepsilon-(1-\nu_f)p/E_f\). The radial displacement is still continuous, so this strain equals (11), and the pressure is

\[
p_s=\frac{\varepsilon}{c_s},\qquad
c_s=\frac{1-\nu_f}{E_f}+\frac{1+\nu_m}{E_m}.
\tag{19}
\]

The pressure is positive, as the assumption of contact requires. The energy identity (16) still applies: the interface has a jump in axial displacement but no shear traction to do work on it, and on the end planes the axial stress is zero in the via and in the wafer. With \(\sigma_z=0\),

\[
w_s=\varepsilon p_s=\frac{\varepsilon^2}{c_s}.
\tag{20}
\]

This energy stays behind the crack tip and is not available for its growth. Hence

\[
G_{\text{slide}}=\frac D4\,(w_b-w_s)=C_+D\,\varepsilon^2,\qquad
C_+=C_--\frac1{4c_s}.
\tag{21}
\]

The sign of the load enters through this retained energy.

A second route to the same difference shows what drives the sliding crack. Take a bonded slice under heating, remove the bond, but hold the ends of the via so that its axial stress is still the value \(\sigma_{z,b}\) of (13). Nothing moves, because the bonded slice carried no shear traction on the interface. Now reduce the holding stress slowly to zero. The via lengthens from zero axial strain to the value given by the first relation in (12) with \(\sigma_z=0\),

\[
e_{z,s}=\varepsilon+\frac{2\nu_fp_s}{E_f}.
\tag{22}
\]

The pressure changes linearly from \(p_b\) to \(p_s\), both positive, so contact is kept and the response is linear. The via does work on the holder equal to the average compressive stress times the strain, and this is the loss of stored energy:

\[
w_b-w_s=-\frac12\,\sigma_{z,b}\,e_{z,s}
=\frac12\,(E_f\varepsilon+2\nu_fp_b)\left(\varepsilon+\frac{2\nu_fp_s}{E_f}\right).
\tag{23}
\]

For \(\varepsilon>0\) and \(\nu_f\ge0\) both factors are positive, so \(G_{\text{slide}}>0\). A crack can grow under an interface that is everywhere pressed together in the two uniform slices, because it allows the via to extend out of its hole.

### Special cases

If via and wafer have the same constants \(E\) and \(\nu\), then \(c_b=2(1+\nu)(1-\nu)/E\) and \(c_s=2/E\). Equation (17) gives

\[
w_b=E\varepsilon^2\left[\frac12+\frac{1+\nu}{2(1-\nu)}\right]=\frac{E\varepsilon^2}{1-\nu},
\qquad w_s=\frac{E\varepsilon^2}{2},
\tag{24}
\]

and therefore

\[
G_{\text{open}}=\frac{E\varepsilon^2D}{4(1-\nu)},\qquad
G_{\text{slide}}=\frac{(1+\nu)E\varepsilon^2D}{8(1-\nu)} .
\tag{25}
\]

Their ratio is \(2/(1+\nu)\), which is 2 for \(\nu=0\) and falls towards 4/3 as \(\nu\) approaches 1/2.

If the wafer is very stiff, \(E_m\to\infty\), the second term of \(c_b\) disappears and

\[
w_b\to E_f\varepsilon^2\left[\frac12+\frac{1+\nu_f}{1-2\nu_f}\right]=\frac{3E_f\varepsilon^2}{2(1-2\nu_f)} .
\tag{26}
\]

This is \(\frac12K_f(3\varepsilon)^2\), with bulk modulus \(K_f=E_f/[3(1-2\nu_f)]\): the via is prevented from changing its volume. If the wafer is very compliant, but still wide enough to hold the axial strain at zero, both \(c_b\) and \(c_s\) become large. Lateral confinement disappears, and both release rates tend to \(E_f\varepsilon^2D/8\).

### A worked example

Take the round model parameters \(E_f=100\) GPa, \(\nu_f=0.35\), \(E_m=150\) GPa, \(\nu_m=0.25\), an expansion mismatch of \(14\times10^{-6}\) per kelvin, a temperature step of 200 K and \(D=10\) µm. The magnitude of the mismatch strain is

\[
|\varepsilon|=14\times10^{-6}\times200=0.0028 .
\]

The two compliances are

\[
c_b=\frac{1.35\times0.30}{100}+\frac{1.25}{150}=0.01238\ \text{GPa}^{-1},\qquad
c_s=\frac{0.65}{100}+\frac{1.25}{150}=0.01483\ \text{GPa}^{-1}.
\]

In the bonded slice, (15) gives \(|p_b|=1.35\times0.0028/0.01238=0.305\) GPa, or 305 MPa. Equation (13) gives \(|\sigma_z|=0.280+0.70\times0.305=0.494\) GPa, or 494 MPa. Both stresses are tensile on cooling and compressive on heating. The stored energy from (17) is

\[
w_b=\tfrac12(100)(0.0028)^2+1.35\times0.3052\times0.0028=0.001546\ \text{GPa},
\]

which is 1.546 MJ/m³. On cooling all of it is released:

\[
G_{\text{open}}=\frac{10\times10^{-6}\ \text{m}}{4}\times1.546\times10^{6}\ \text{J/m}^3=3.86\ \text{J/m}^2 .
\]

On heating, the sliding via keeps a contact pressure \(p_s=0.0028/0.01483=0.189\) GPa and an energy \(w_s=0.0028\times0.1888=0.000529\) GPa, or 0.529 MJ/m³. The difference is 1.017 MJ/m³, and

\[
G_{\text{slide}}=2.5\times10^{-6}\times1.017\times10^{6}=2.54\ \text{J/m}^2 .
\]

The route through (23) gives the same difference: the slid via has an axial strain of 0.00412, and \(\frac12\times493.7\ \text{MPa}\times0.00412=1.017\) MJ/m³. The ratio 1.52 between cooling and heating is \(1/(1-w_s/w_b)\): about one third of the stored energy remains locked in by the contact pressure. The prefactors are \(C_-=49.3\) GPa and \(C_+=32.4\) GPa.

Let the interface have toughness \(\Gamma\), the energy needed per unit area of new crack. Setting \(G=\Gamma\) gives the diameter above which a long crack can grow:

\[
D_c=\frac{\Gamma}{C_\pm\varepsilon^2}.
\tag{27}
\]

With a chosen toughness of 2 J/m² this is \(10\times2/3.86=5.2\) µm on cooling and \(10\times2/2.54=7.9\) µm on heating. One toughness has been used for both cases. The sliding crack loads the interface in shear, while the open crack may combine opening and shear, and a real interface can have different toughnesses for the two.

### How long is a long crack?

The steady formulas were compared with axisymmetric finite-element calculations of a finite block containing an actual crack. There \(G\) follows from the change of total elastic energy with crack length. Divided by the steady values, the results are:

| \(l/D\) | open | sliding |
|---:|---:|---:|
| 0.5 | 0.815 | 0.845 |
| 1 | 0.946 | 0.947 |
| 2 | 0.987 | 0.984 |
| 3 | 0.995 | 0.993 |
| 6 | 1.000 | 0.998 |

At \(l/D=6\) the agreement was required to be within 2% of the steady value, an allowance for the mesh and the finite block; differences of a few tenths of a percent should not be interpreted. The shortest crack spans only five elements, so the first row is less accurate; a mesh refined towards the tip raises it to 0.83 and 0.86 and changes the other rows by 0.002 or less. At the computed lengths, the release rate rises towards the steady value, and for the constants of the example a crack two diameters long is already within about 2% of it. A more compliant wafer needs a longer crack: with \(E_m=10\) GPa and \(\nu_m=0.3\) the shortfall at \(l/D=2\) is 11 to 12%.

For the longest crack, \(l/D=6\), the calculation also confirms the assumed states of the crack faces. On cooling, the gap at mid-length is 13.9 nm, against 14.0 nm for free shrinkage, and every node on the crack is open. On heating, every node is in compression, and the pressure at mid-length is 187 MPa, against 189 MPa from (19). The nodes cannot exclude a contact or opening zone at the tip smaller than their spacing. Such a zone would belong to the tip region and would not alter the steady balance (7).

The table also limits the proportionality to \(D\). Doubling the diameter from 5 to 10 µm at a fixed crack length of 60 µm multiplies the computed \(G\) by 1.996 on cooling and 1.994 on heating. Now fix the crack length at 10 µm and double the diameter from 10 to 20 µm. The ratio \(l/D\) drops from 1 to 0.5, and by (6) the open-crack release rate grows by

\[
2\times\frac{0.815}{0.946}\approx1.7 ,
\]

or about 1.76 with the refined value 0.83, and in either case not by 2. The threshold (27) shifts in the same way. An open crack with \(l/D=0.5\) reaches the toughness at about \(5.2/0.82\), or a little over 6 µm. A via with a diameter between 5.2 and about 6 µm can thus sustain the growth of a long crack but not of one that is half a diameter deep.

### Where the scaling fails

Each additional length adds a ratio to (6). A liner of thickness \(t\) adds \(t/D\), neighbouring vias at spacing \(P\) add \(P/D\), and a wafer of thickness \(H\) adds \(H/D\). If these ratios are held fixed while the whole structure is scaled, \(G\) is still proportional to \(D\) at fixed \(l/D\). If only the via diameter is changed, it need not be.

An additional stress spoils the square of the strain. If the via yields at a stress \(Y\), the ratio \(Y/(E_f|\varepsilon|)\) enters, and (5) no longer holds. In both uniform slices the two lateral stresses in the via are equal, so its von Mises stress is \(|\sigma_z-\sigma_r|\). In the example this is about 190 MPa in both slices: the difference between 494 and 305 MPa in the bonded one, and the contact pressure \(p_s\) in the sliding one, where \(\sigma_z=0\). That the two nearly agree is an accident of the chosen constants. The elastic slice energies therefore require a yield stress above about 190 MPa. Near the crack tip the stresses are higher, and the elastic result further requires any plastic zone there to be small compared with \(D\). This is the stricter condition. At a distance \(r\) from the tip the stress is of order \(\sqrt{E_fG/(2\pi r)}\), which reaches \(Y\) at \(r\approx E_fG/(2\pi Y^2)\). For the open crack of the example this is about 1.7 µm if \(Y=190\) MPa and about 0.25 µm if \(Y=500\) MPa. These figures are low, since the estimate takes a single stress amplitude as the yield measure and leaves out the stress already present in the bonded slice. In the full elastic field the von Mises stress in the via exceeds 190 MPa out to about 4 µm from the tip, 0.4 of the diameter, and exceeds 500 MPa out to about 0.7 µm. In a soft metal via the elastic values are therefore only a rough guide.

Friction affects the heated via. With friction coefficient \(f\), the faces transmit a shear stress of up to \(fp\). Over a length \(z\) this supports an axial force \(2\pi a\,z\,fp\). It can restore the full axial force \(\pi a^2|\sigma_{z,b}|\) over a length of order

\[
z_f=\frac{a|\sigma_{z,b}|}{2fp}=\frac{D|\sigma_{z,b}|}{4fp}.
\tag{28}
\]

The frictionless result needs \(l\ll z_f\), while the steady state needs \(l\) to be larger than about \(2D\) for the constants of the example. Both can hold only if \(f\) is well below \(|\sigma_{z,b}|/(8p)\). With the larger of the two pressures, 305 MPa, this bound is about 0.2. A coefficient of 0.02 gives \(z_f\approx200\) µm, ten times \(2D\). Even this is not negligible. If friction has built up an axial stress \(\sigma_t\) just behind the tip, the argument leading to (23) multiplies \(G\) by \((1-\sigma_t/\sigma_{z,b})^2\). At \(l=2D\) the stress is about \(2fp_sl/a\approx30\) MPa, and the factor is 0.88. With 0.1, \(z_f\) is only about 40 µm, twice \(2D\), and no frictionless steady range is left. Equation (21) and the heating threshold of 7.9 µm therefore apply only to faces with very low friction. Otherwise friction holds back part of the axial force, and less energy reaches the crack tip. The open crack on cooling has no contact in its uniform part, so this restriction does not apply to (18).

The remaining values, including those to more digits, are in the numerical output.

## Calculated quantities

```
Via modulus: 100 GPa; Poisson ratio: 0.35
Wafer modulus: 150 GPa; Poisson ratio: 0.25
Expansion mismatch: 14.0 1e-6/K
Temperature step (cooling or heating): 200 K
Mismatch strain magnitude: 0.00280
Via diameter: 10.0 um
Bonded, cooling: interface radial stress 305.2 MPa
Bonded, cooling: axial via stress 493.7 MPa
Bonded, heating: interface radial stress -305.2 MPa
Bonded, heating: axial via stress -493.7 MPa
Sliding, heating: contact pressure 188.8 MPa
Sliding, heating: axial via strain 0.004121
w bonded: 1.5458 MJ/m^3
w sliding: 0.5285 MJ/m^3
Prefactor C, open crack: 49.293 GPa
Prefactor C, sliding crack: 32.439 GPa
Steady G, open crack (cooling): 3.8646 J/m^2
Steady G, sliding crack (heating): 2.5433 J/m^2
Ratio open/sliding: 1.5196
Chosen toughness: 2.0 J/m^2
Threshold diameter, cooling: 5.175 um
Threshold diameter, heating: 7.864 um
Finite elements: G divided by steady formula
  l/D = 0.5: open 0.8153, sliding 0.8445
  l/D = 1.0: open 0.9458, sliding 0.9470
  l/D = 2.0: open 0.9868, sliding 0.9838
  l/D = 3.0: open 0.9950, sliding 0.9926
  l/D = 6.0: open 1.0001, sliding 0.9982
G ratio for doubled D, open: 1.9963
G ratio for doubled D, sliding: 1.9937
Open crack, gap at mid-length: 13.859 nm
Free-shrinkage gap eps*D/2: 14.000 nm
Open crack, smallest nodal gap: 8.192 nm
Sliding crack, FE mid-length pressure: 187.4 MPa
Sliding crack, share of nodes in compression: 1.000
```
